# Steady Channelling Energy Release for a Film Elastically Matched to Its Substrate: a numerical check

```python
"""
Result under test: a crack channelling through a film of thickness h that is
elastically matched to a thick substrate releases, in steady state,
    G_ss = (1/h) * integral_0^h G(a) da = (pi/2) Y^2 sigma^2 h / E',
about 1.98 sigma^2 h / E'.  Here sigma is the film tension, E' = E/(1-nu^2),
G(a) = pi Y^2 sigma^2 a / E' is the release of an edge crack of depth a, and
Y = K / (sigma sqrt(pi a)) follows from a Wiener-Hopf factor.
The independent road is finite elements in two and three dimensions.
Numerical solutions use units with sigma = 1 and E' = 1.
Axes: x = depth below the surface, y = normal to the crack, z = along channel.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.integrate import quad
from scipy.constants import micro, nano, mega, giga

NU = 0.3
YOUNG = 1 - NU**2                      # makes the plane-strain modulus one
MU = YOUNG / (2 * (1 + NU))
LAM = YOUNG * NU / ((1 + NU) * (1 - 2 * NU))

# ---------- derived formulas ----------


def log_h(eta):
    return np.log1p(-(eta / np.sinh(np.pi * eta / 2))**2)


factor_integral = quad(lambda e: log_h(e) / (1 + e * e), 0, 30,
                       epsabs=1e-12, limit=200)[0]
Y = np.exp(-factor_integral / np.pi)
omega = np.pi / 2 * Y**2
mouth = 4 * Y / np.sqrt(1 - 4 / np.pi**2)


def kernel(s):
    return (np.cos(np.pi * s / 2)**2 - (1 - s)**2) / np.sin(np.pi * s)


# ---------- quarter-plane relation from complex potentials ----------


def potential_ratio(s):
    """Normal stress over E' du_theta/dr on the crack line, fields ~ r^-s."""
    p = 1 - s

    def fields(c, theta):
        A, B = c[0] + 1j * c[1], c[2] + 1j * c[3]
        z = np.exp(1j * theta)
        phi, dphi = A * z**p, A * p * z**(p - 1)
        d2phi = A * p * (p - 1) * z**(p - 2)
        psi, dpsi = B * z**p, B * p * z**(p - 1)
        traction = (2 * dphi.real
                    + z**2 * (np.conj(z) * d2phi + dpsi))
        disp = ((3 - 4 * NU) * phi - z * np.conj(dphi)
                - np.conj(psi)) / (2 * MU)
        return traction, disp

    columns = []
    for c in np.eye(4):
        t0, t1 = fields(c, 0.0)[0], fields(c, np.pi / 2)[0]
        columns.append([t0.real, t0.imag, t1.real, t1.imag])
    c = np.linalg.solve(np.array(columns).T, [1.0, 0, 0, 0])
    return 1 / (p * fields(c, 0.0)[1].imag)


kernel_error = max(abs(potential_ratio(s) / kernel(s) - 1)
                   for s in (0.4, 0.7, 1.3, 1.6))
assert kernel_error < 1e-9

# ---------- finite elements on product grids ----------


class Line:
    """One-dimensional element integrals, combined later by products."""

    def __init__(self, edges, order):
        ref = np.linspace(-1, 1, order + 1)
        inv = np.linalg.inv(np.vander(ref, increasing=True))
        g, w = np.polynomial.legendre.leggauss(order + 1)
        k = np.arange(order + 1)
        N = np.vander(g, order + 1, increasing=True) @ inv
        dN = (k * g[:, None]**np.maximum(k - 1, 0)) @ inv
        n_el = len(edges) - 1
        n = order * n_el + 1
        self.edges, self.x = edges, np.zeros(n)
        self.mass, self.stiff, self.mixed = np.zeros((3, n, n))
        self.element_load = np.zeros((n_el, n))
        for e in range(n_el):
            i = slice(order * e, order * e + order + 1)
            half = (edges[e + 1] - edges[e]) / 2
            self.x[i] = edges[e] + half * (ref + 1)
            self.mass[i, i] += half * N.T @ (w[:, None] * N)
            self.stiff[i, i] += dN.T @ (w[:, None] * dN) / half
            self.mixed[i, i] += N.T @ (w[:, None] * dN)
            self.element_load[e, i] = half * w @ N


def product(matrices):
    out = sp.csr_matrix(np.ones((1, 1)))
    for m in matrices:
        out = sp.kron(out, sp.csr_matrix(m), format="csr")
    return out


def solve_crack(edge_sets, order, film_depths=(1.0,), length=np.inf):
    """Energy released by a crack of depth 1 when tension fills x < depth.
    The model is the half y > 0; both halves are counted in the energy."""
    lines = [Line(e, order) for e in edge_sets]
    dim = len(lines)

    def gradient_product(i, j):
        ms = []
        for k, l in enumerate(lines):
            if i == j == k:
                ms.append(l.stiff)
            elif i != j and k == i:
                ms.append(l.mixed.T)
            elif i != j and k == j:
                ms.append(l.mixed)
            else:
                ms.append(l.mass)
        return product(ms)

    A = [[gradient_product(i, j) for j in range(dim)] for i in range(dim)]
    laplace = sum(A[k][k] for k in range(dim))
    blocks = [[LAM * A[i][j] + MU * A[j][i]
               + (MU * laplace if i == j else 0 * laplace)
               for j in range(dim)] for i in range(dim)]
    K = sp.bmat(blocks, format="csr")

    grid = [g.ravel() for g in
            np.meshgrid(*[l.x for l in lines], indexing="ij")]
    n = grid[0].size
    cracked = grid[0] < 1 - 1e-10
    if dim == 3:
        cracked &= grid[2] < length - 1e-10
    far = [g > g.max() - 1e-9 for g in grid]
    on_plane = grid[1] < 1e-12
    fixed = [far[0], far[1] | (on_plane & ~cracked)]
    if dim == 3:
        fixed.append(far[2] | (grid[2] < 1e-12))
    free = np.flatnonzero(~np.concatenate(fixed))

    # misfit tension sigma_yy = 1 inside the film only
    loads = []
    for depth in film_depths:
        inside = lines[0].edges[1:] <= depth + 1e-9
        f = lines[0].element_load[inside].sum(axis=0)
        f = np.kron(f, -lines[1].mixed.sum(axis=0))
        if dim == 3:
            f = np.kron(f, lines[2].mass.sum(axis=0))
        full = np.zeros(dim * n)
        full[n:2 * n] = f
        loads.append(full[free])
    F = np.array(loads).T
    lu = splu(K[free][:, free].tocsc(), permc_spec="MMD_AT_PLUS_A",
              diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    U = lu.solve(F)
    energies = np.sum(F * U, axis=0)
    u = np.zeros(dim * n)
    u[free] = U[:, -1]
    face = u[n:2 * n][on_plane]
    return energies, lines[0].x, face


def graded(first, ratio, reach):
    count = int(np.ceil(np.log(reach / first) / np.log(ratio)))
    return first * ratio**np.arange(count + 1)


def tip_mesh(first, ratio, extra):
    d = graded(first, ratio, 100.0)
    x = np.concatenate([[0.0, 1.0], 1 - d[d < 0.9], 1 + d, extra])
    x = np.unique(np.round(x, 10))
    return [x, np.concatenate([[0.0], d])]


# the last film depth equals the crack depth: the film-spanning crack
depths = np.linspace(0.5, 1.0, 11)
coarse = solve_crack(tip_mesh(1e-3, 2.2, depths), 2, depths)[0]
fine, x_face, u_face = solve_crack(tip_mesh(1e-4, 1.5, depths), 2, depths)
omega_fem, omega_coarse = fine[-1], coarse[-1]
mouth_fem = 2 * u_face[0]
near = np.argmin(abs(1 - x_face - 0.01))
rho = 1 - x_face[near]
K_fem = u_face[near] * np.sqrt(2 * np.pi / rho) / 4
Y_fem = K_fem / np.sqrt(np.pi)

# tolerances: mesh size at the tip, finite domain, finite distance from tip
assert abs(omega_fem / omega - 1) < 0.005
assert abs(mouth_fem / mouth - 1) < 0.005
assert abs(Y_fem / Y - 1) < 0.02
assert abs(K_fem**2 / (2 * omega_fem) - 1) < 0.04
assert abs(omega - 1.98) < 0.005

# penetration: film depth h = t, crack depth 1, release averaged over crack
penetrating = fine / depths
best = np.argmax(penetrating)
omega_deep, depth_ratio = penetrating[best], 1 / depths[best]
assert omega_deep > omega_fem and 0 < best < len(depths) - 1

# ---------- three-dimensional channel on a coarse mesh ----------
step = 0.5
outer = graded(0.3, 1.8, 20.0)
x3 = np.concatenate([np.linspace(0, 1, 5), 1 + outer])
y3 = np.concatenate([[0.0], outer])
z3 = np.concatenate([np.arange(0, 8.01, step), 8 + graded(1.0, 1.8, 20.0)])
slab = solve_crack([x3, y3], 1)[0][0]


def channel_slope(half_length):
    w = [solve_crack([x3, y3, z3], 1, length=c)[0][0]
         for c in (half_length, half_length + step)]
    return (w[1] - w[0]) / step


short_ratio = channel_slope(0.5) / slab
long_ratio = channel_slope(5.0) / slab
# tolerance: interaction with the other channel end and the outer boundary
assert abs(long_ratio - 1) < 0.02
assert short_ratio < long_ratio

# ---------- example: polycrystalline silicon film on a silicon wafer ----------
# rough typical inputs
h, stress = 2 * micro, 400 * mega
young, poisson = 160 * giga, 0.22
toughness_K = 1.0 * mega
wafer = 725 * micro
c11, c12, c44 = 166 * giga, 64 * giga, 80 * giga
modulus_slope, temperature_rise = 60e-6, 100.0

plane = young / (1 - poisson**2)
unit_release = stress**2 * h / plane
G_ss = omega * unit_release
G_interface = np.pi * Y**2 * unit_release
gamma = toughness_K**2 / plane
h_crit = gamma * plane / (omega * stress**2)
h_crit_deep = h_crit * omega_fem / omega_deep
opening = mouth * stress * h / plane
E100 = (c11 - c12) * (c11 + 2 * c12) / (c11 + c12)
E111 = 1 / (1 / (3 * (c11 + 2 * c12)) + 1 / (3 * c44))

print("FORMULAS (dimensionless)")
print(f"factor integral               {factor_integral:.6f}")
print(f"Y = K/(sigma sqrt(pi a))      {Y:.6f}")
print(f"edge release coeff. pi Y^2    {np.pi * Y**2:.5f}")
print(f"steady coeff. (pi/2) Y^2      {omega:.5f}")
print(f"mouth opening coefficient     {mouth:.5f}")
print("TESTS (dimensionless)")
print(f"quarter-plane max rel. error  {kernel_error:.1e}")
print(f"2D FEM steady coeff., fine    {omega_fem:.5f}")
print(f"2D FEM steady coeff., coarse  {omega_coarse:.5f}")
print(f"mesh shift fine - coarse      {omega_fem - omega_coarse:.5f}")
print(f"2D FEM mouth coefficient      {mouth_fem:.5f}")
print(f"2D FEM Y from tip opening     {Y_fem:.4f}")
print(f"distance from tip used / h    {rho:.4f}")
print(f"3D/2D release, half-length 0.5-1.0 h  {short_ratio:.4f}")
print(f"3D/2D release, half-length 5.0-5.5 h  {long_ratio:.4f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"film thickness                {h / micro:.2f} um")
print(f"film tension                  {stress / mega:.0f} MPa")
print(f"Young modulus                 {young / giga:.0f} GPa")
print(f"Poisson ratio                 {poisson:.2f}")
print(f"fracture toughness            {toughness_K / mega:.2f} MPa sqrt(m)")
print(f"wafer thickness               {wafer / micro:.0f} um")
print("EXAMPLE RESULTS")
print(f"plane-strain modulus          {plane / giga:.2f} GPa")
print(f"sigma^2 h / E'                {unit_release:.4f} J/m2")
print(f"steady channelling release    {G_ss:.3f} J/m2")
print(f"edge release at interface     {G_interface:.3f} J/m2")
print(f"fracture energy K^2/E'        {gamma:.3f} J/m2")
print(f"critical film thickness       {h_crit / micro:.3f} um")
print(f"crack mouth opening           {opening / nano:.2f} nm")
print("NEGLECTED EFFECTS")
print(f"penetrating channel: max coeff.       {omega_deep:.4f}")
print(f"  crack depth / h there (grid)        {depth_ratio:.3f}")
print(f"  rise over film-deep channel         "
      f"{100 * (omega_deep / omega_fem - 1):.1f} %")
print(f"  critical thickness if it penetrates {h_crit_deep / micro:.3f} um")
print(f"stress relief by thin wafer, 4h/H     {400 * h / wafer:.2f} %")
print(f"silicon E along <100> (rough)         {E100 / giga:.0f} GPa")
print(f"silicon E along <111> (rough)         {E111 / giga:.0f} GPa")
print(f"  relative to E used                  "
      f"{100 * (E100 / young - 1):.0f} to {100 * (E111 / young - 1):+.0f} %")
print(f"modulus loss for {temperature_rise:.0f} K rise (rough)   "
      f"{100 * modulus_slope * temperature_rise:.1f} %")
print(f"elastic strain sigma/E'               {100 * stress / plane:.3f} %")
print("all good")
```

Printed output:

```
FORMULAS (dimensionless)
factor integral               -0.360300
Y = K/(sigma sqrt(pi a))      1.121522
edge release coeff. pi Y^2    3.95153
steady coeff. (pi/2) Y^2      1.97577
mouth opening coefficient     5.81719
TESTS (dimensionless)
quarter-plane max rel. error  7.8e-16
2D FEM steady coeff., fine    1.97515
2D FEM steady coeff., coarse  1.97068
mesh shift fine - coarse      0.00446
2D FEM mouth coefficient      5.81630
2D FEM Y from tip opening     1.1191
distance from tip used / h    0.0108
3D/2D release, half-length 0.5-1.0 h  0.6990
3D/2D release, half-length 5.0-5.5 h  0.9966
EXAMPLE INPUTS (rough typical values)
film thickness                2.00 um
film tension                  400 MPa
Young modulus                 160 GPa
Poisson ratio                 0.22
fracture toughness            1.00 MPa sqrt(m)
wafer thickness               725 um
EXAMPLE RESULTS
plane-strain modulus          168.14 GPa
sigma^2 h / E'                1.9032 J/m2
steady channelling release    3.760 J/m2
edge release at interface     7.521 J/m2
fracture energy K^2/E'        5.947 J/m2
critical film thickness       3.163 um
crack mouth opening           27.68 nm
NEGLECTED EFFECTS
penetrating channel: max coeff.       2.0735
  crack depth / h there (grid)        1.176
  rise over film-deep channel         5.0 %
  critical thickness if it penetrates 3.013 um
stress relief by thin wafer, 4h/H     1.10 %
silicon E along <100> (rough)         130 GPa
silicon E along <111> (rough)         189 GPa
  relative to E used                  -19 to +18 %
modulus loss for 100 K rise (rough)   0.6 %
elastic strain sigma/E'               0.238 %
all good
```
